# Width of a Thin-Film Diffraction Peak from N Crystal Planes

## Problem

A crystalline film consists of $N$ identical atomic planes, parallel to the surface and a distance $d$ apart. Monochromatic X-rays of wavelength $\lambda$ meet the planes at glancing angle $\theta$ and are detected at the equal exit angle, so the scattering wavevector lies along the film normal and has magnitude

$$q=\frac{4\pi\sin\theta}{\lambda}.$$

Each X-ray is assumed to scatter at most once (the kinematic approximation). All planes scatter with the same amplitude, which is taken as constant across a peak. Absorption, strain and instrumental broadening are left out at first.

(a) Show that for large $N$ the full width at half maximum of a Bragg peak, measured in $q$, approaches $5.57/(Nd)$.

(b) Find how fast the limit is approached.

(c) Convert the width to the scattering angle $2\theta$ and evaluate it for a zinc oxide film of 40 planes with $d=0.26$ nm and $\lambda=0.154$ nm. Judge how well the film thickness could be recovered from the width.

## Hints

1. Neighbouring planes differ in phase by $qd$. Add the amplitudes before squaring.
2. Measure $q$ from the Bragg position in units that shrink as $1/(Nd)$. The peak then keeps a finite width as $N$ grows.
3. A half-maximum width needs one crossing on each side. The function $t\cot t$ helps to show that there is one.
4. For part (b), expand $\sin(u/N)$ one term beyond the linear one.

## Solution

### The intensity

Number the planes $n=0,1,\dots,N-1$. In units of the amplitude of one plane, the total is a geometric series:

$$A=\sum_{n=0}^{N-1}e^{iqnd}=\frac{1-e^{iNqd}}{1-e^{iqd}}.$$

For any real $a$, $|1-e^{ia}|^2=2-2\cos a=4\sin^2(a/2)$. Applying this to numerator and denominator gives

$$|A|^2=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)}.$$

At $q_m=2\pi m/d$, with $m$ a positive integer, every term in the sum equals 1 and $|A|^2=N^2$. This is the Bragg condition.

Now write $q=q_m+\delta$ and $u=Nd\delta/2$. Then $Nqd/2=N\pi m+u$ and $qd/2=\pi m+u/N$. Adding a multiple of $\pi$ changes at most the sign of a sine, and the square removes that sign. Divided by its peak value, the intensity is therefore

$$P_N(u)=\left[\frac{\sin u}{N\sin(u/N)}\right]^2 ,$$

the same for every order $m$. It is even in $u$, so the right-hand side of the peak suffices.

### One half-maximum point on each side

For $0<u<\pi$ the quantity in brackets is positive. The derivative of its logarithm is

$$\cot u-\frac1N\cot\frac uN=\frac1u\left[h(u)-h\!\left(\frac uN\right)\right],\qquad h(t)=t\cot t.$$

The function $h$ decreases on $(0,\pi)$, because

$$h'(t)=\cot t-\frac{t}{\sin^2t}=\frac{\sin 2t-2t}{2\sin^2t}<0.$$

For $N\ge2$ we have $u/N<u$, so $h(u)<h(u/N)$ and the derivative is negative. Thus $P_N$ falls steadily from 1 at $u=0$ to 0 at $u=\pi$ and passes through $1/2$ once, at a point called $u_N$.

The weaker maxima between two Bragg peaks must not reach half height. There $u/N$ lies between $\pi/N$ and $\pi-\pi/N$, so $\sin(u/N)\ge\sin(\pi/N)$, while $\sin^2u\le1$. Hence

$$P_N\le\frac{1}{[N\sin(\pi/N)]^2}.$$

To see how this bound depends on $N$, note that

$$\frac{d}{dt}\frac{\sin t}{t}=\frac{\sin t}{t^2}\,[h(t)-1]<0\qquad(0<t<\pi),$$

since $h$ starts from 1 at $t=0$ and decreases. With $t=\pi/N$, $N\sin(\pi/N)=\pi\sin t/t$ therefore grows with $N$. The bound is largest at $N=3$, where it is $4/27\approx0.15$.

For $N=2$ there are no weaker maxima: $P_2=\cos^2(u/2)$, and $u_2=\pi/2$.

Since $\delta=2u/(Nd)$ and the peak has two sides, the full width is

$$W_N=2\times\frac{2u_N}{Nd}=\frac{4u_N}{Nd}.$$

### The limit

At fixed $u$ in $(0,\pi)$,

$$N\sin\frac uN=u\,\frac{\sin(u/N)}{u/N}$$

increases with $N$ and tends to $u$ from below, again because $\sin t/t$ decreases with $t$. So $P_N(u)$ decreases with $N$ towards $(\sin u/u)^2$. A lower curve reaches half height sooner. The points $u_N$ therefore decrease as $N$ grows, but stay above the half-height point $u_0$ of the limiting curve, which satisfies

$$\sin u_0=\frac{u_0}{\sqrt2},\qquad 0<u_0<\pi .$$

This root is unique because $\sin u/u$ falls steadily from 1 to 0.

A decreasing sequence with a lower bound has a limit; call it $u_*$. The half-height condition for finite $N$ is

$$\sin u_N=\frac{1}{\sqrt2}\,N\sin\frac{u_N}{N}.$$

Since $u_N$ stays bounded, $u_N/N\to0$ and the right-hand side tends to $u_*/\sqrt2$. Hence $\sin u_*=u_*/\sqrt2$ with $u_*\ge u_0>0$, which leaves $u_*=u_0$. Numerically $u_0=1.391557$, so

$$\boxed{W_N\longrightarrow\frac{4u_0}{Nd}=\frac{5.566}{Nd}\simeq\frac{5.57}{Nd}}$$

in the sense that $NdW_N\to4u_0$.

Physically, moving off the Bragg position by $\delta$ builds up a phase difference of about $Nd\delta$ between the top and bottom of the film. At half height this is $2u_0\approx2.8$ rad. A thicker film reaches it at a smaller $\delta$.

Two conventions enter. The length $Nd$ assigns one spacing to each plane, whereas the outermost planes are $(N-1)d$ apart. And if the wavevector is defined as $2\sin\theta/\lambda$, without the factor $2\pi$, the coefficient becomes $5.566/2\pi=0.886$.

### Rate of approach

Set $u_N=u_0+\varepsilon$ and use

$$N\sin\frac uN=u-\frac{u^3}{6N^2}+O(N^{-4}).$$

To first order in $\varepsilon$ and $1/N^2$, the half-height condition becomes

$$\sin u_0+\varepsilon\cos u_0=\frac{1}{\sqrt2}\left(u_0+\varepsilon-\frac{u_0^3}{6N^2}\right).$$

The terms $\sin u_0$ and $u_0/\sqrt2$ cancel. Multiplying the rest by $\sqrt2$ and collecting $\varepsilon$ gives

$$\varepsilon=\frac{c}{N^2},\qquad c=\frac{u_0^3}{6(1-\sqrt2\cos u_0)}=0.6005 .$$

The relative excess of the width over its limiting law is $c/(u_0N^2)\approx0.43/N^2$ at leading order. Widths found directly from the sum over planes show the approach:

| $N$ | $NdW_N$ |
|---|---|
| 2 | 6.2832 |
| 3 | 5.8537 |
| 10 | 5.5904 |
| 40 | 5.5677 |
| 1000 | 5.5662 |

At $N=10$ the law is already within 0.5% of the sum.

### The width in angle

Differentiating $q=4\pi\sin\theta/\lambda$ gives

$$dq=\frac{4\pi\cos\theta}{\lambda}\,d\theta=\frac{2\pi\cos\theta}{\lambda}\,d(2\theta).$$

For a narrow peak, then,

$$\Delta(2\theta)=\frac{\lambda W}{2\pi\cos\theta}=\frac{K\lambda}{Nd\cos\theta},\qquad K=\frac{4u_0}{2\pi}=0.886,$$

with the angle in radians. This is the Scherrer equation, with the constant that belongs to a film of uniform height.

### The zinc oxide film

Take the hexagonal $c$ axis of the zinc oxide to lie along the film normal. The repeating "plane" is then a zinc–oxygen bilayer. Successive bilayers are displaced sideways, but this adds no phase when $q$ points along the normal. The phase between zinc and oxygen is the same in every bilayer, so it belongs to the common amplitude.

The crystalline height is $Nd=40\times0.26=10.40$ nm. The first-order peak lies at

$$q_1=\frac{2\pi}{0.26}=24.17\ \text{nm}^{-1},\qquad \sin\theta=\frac{\lambda}{2d}=\frac{0.154}{0.52}=0.296,$$

so $2\theta=34.45^\circ$ and $\cos\theta=0.955$. The widths are

$$W=\frac{5.566}{10.40}=0.535\ \text{nm}^{-1},$$

$$\Delta(2\theta)=\frac{0.886\times0.154}{10.40\times0.955}=0.0137\ \text{rad}=0.787^\circ .$$

The finite-$N$ correction is 0.027%, negligible here.

### What a real film changes

The imperfections below are rough assumed values, not data for a particular film. Each percentage is relative to the ideal width at $N=40$, with the other imperfections switched off.

- **Column height.** Let separate columns add in intensity, with a nearly Gaussian height spread of 4 planes rms (1.04 nm). With the distribution cut off at three standard deviations, the width falls by 1.8% (1.9% without the cutoff). Near its top, a column's peak is $N^2(1-N^2d^2\delta^2/12)$, so tall columns contribute more intensity as well as narrower peaks.
- **Strain.** A Gaussian spread of 0.30% rms in spacing from column to column raises the width by 3.8%.
- **Resolution.** A Gaussian instrumental profile with a full width at half maximum of $0.10^\circ$ in $2\theta$ raises the width by 0.6%.
- **Smooth intensity factors.** These are the Lorentz-polarization factor for unpolarized X-rays, taken in its powder form $(1+\cos^22\theta)/(\sin^2\theta\cos\theta)$, a rms atomic motion of 0.010 nm, and a squared form factor that halves between $q=0$ and $q_1$. Together they change the width by $-0.02\%$ and move the peak by $-0.0086$ nm$^{-1}$.

With all four present the width is 0.551 nm$^{-1}$, an increase of 2.8%. The simple law would then return a height of $5.566/0.5506=10.11$ nm, about 0.3 nm too small. Strain spread is the largest single contribution for these inputs. The partial cancellation by the height spread depends on the chosen values and cannot be relied on.

Absorption is weak. For an attenuation length of 35 µm, the path to the bottom and back, $2Nd/\sin\theta\approx70$ nm, costs a wave scattered by the deepest plane 0.20% of its intensity. The peak as a whole loses about half of that. Heating from 300 to 450 K, with free expansion at $4\times10^{-6}$ K$^{-1}$, moves the peak by $-0.0145$ nm$^{-1}$. That matters for finding $d$, but the relative change in $d$, and hence in $W$, is only 0.06%.

The length recovered is the height over which the planes scatter coherently. If the first few nanometres are amorphous, or if grains are stacked on one another, it is smaller than the total film thickness, and the discrepancy can far exceed 3%.

## Variation 1: strain that differs between columns

*The spacing is uniform within each column but varies between columns, with a Gaussian relative spread $\sigma$. Does the width still vanish as $N$ grows?*

A column with spacing $d(1+\varepsilon)$ has its peak at

$$\frac{2\pi m}{d(1+\varepsilon)}\approx q_m(1-\varepsilon),$$

to first order in the strain $\varepsilon$. The columns add in intensity, so for very large $N$ the measured profile becomes the distribution of these positions, a Gaussian of standard deviation $q_m\sigma$. A Gaussian falls to half height at $\sqrt{2\ln2}$ standard deviations, hence

$$W_{\text{strain}}=2\sqrt{2\ln2}\;q_m\sigma .$$

The width does not vanish. For $\sigma=0.0030$ and $q_1=24.17$ nm$^{-1}$ it levels off at 0.171 nm$^{-1}$. The size width $5.566/(Nd)$ equals this value at $Nd=5.566/0.1707\approx33$ nm. Well above that height, the peak width says little about thickness.

The two causes can be separated by measuring several orders: the size width is independent of $m$, while the strain width is proportional to it. The measured width is not the plain sum of the two, however, so a straight line drawn through the widths can give a badly wrong thickness. It is safer to fit a profile that contains both effects to all the orders together.

## Variation 2: a film thick enough for multiple reflection

*Each plane reflects a small amplitude of magnitude $g$ and absorbs nothing. For what thickness does the kinematic law fail?*

To first order in $g$, take the reflected amplitude of a plane as $-ig$ and the transmitted amplitude as $1-ig$. Let $T(n)$ and $S(n)$ be the downward and upward waves, with the phase $\pi m$ per plane removed. When they change little from plane to plane, $n$ may be treated as continuous:

$$\frac{dT}{dn}=i\Delta T-igS,\qquad \frac{dS}{dn}=-i\Delta S+igT,\qquad \Delta=\frac{\delta d}{2}-g.$$

The $-g$ in $\Delta$ comes from the transmitted phase. It moves the peak centre to $\delta=2g/d$, which is refraction. In a real crystal this shift is set by the forward scattering of all the electrons, which is stronger than the reflection; the model uses one $g$ for both.

Differentiating once more, the cross terms cancel, and both waves obey $T''=\kappa^2T$, $S''=\kappa^2S$ with $\kappa^2=g^2-\Delta^2$. Hence

$$S(N)=S(0)\cosh\kappa N+\frac{S'(0)}{\kappa}\sinh\kappa N .$$

Insert $T(0)=1$ and $S'(0)=-i\Delta S(0)+ig$. No wave enters from below, so $S(N)=0$, and

$$S(0)=\frac{-ig\sinh\kappa N}{\kappa\cosh\kappa N-i\Delta\sinh\kappa N}.$$

Squaring the modulus for real $\kappa$, with $\cosh^2=1+\sinh^2$ and $\kappa^2+\Delta^2=g^2$, gives the reflectivity

$$R=\frac{g^2\sinh^2\kappa N}{\kappa^2+g^2\sinh^2\kappa N}.$$

For $|\Delta|>g$ the same formula holds with imaginary $\kappa$. Two limits answer the question.

- **$Ng\ll1$.** Across the peak $R\approx(Ng)^2[\sin(N\Delta)/(N\Delta)]^2$. This is the kinematic shape with $u=N\Delta$, and its width is $5.566/(Nd)$.
- **$Ng\gg1$.** For $|\Delta|<g$, $\sinh\kappa N$ grows without limit and $R\to1$. The reflecting band $-g<\Delta<g$ has width $4g/d$ in $q$, however thick the film. The central lobe narrows towards this value and no further. Outside the band the fringe maxima follow $g^2/\Delta^2$, so for $Ng$ above about 4 the nearest fringes rise above half height and a single half-maximum width is no longer defined. Averaged over the fringes, the half-maximum width tends to $2/\sqrt3\approx1.15$ times the band width.

At the centre, $\Delta=0$ and $R=\tanh^2(Ng)$.

To estimate $g$, treat a plane as a sheet with one formula unit per area $\mathcal A$, each scattering like $F$ electrons in phase. With $r_e$ the classical electron radius and polarization perpendicular to the scattering plane, the sheet source $-4\pi(-r_eF/\mathcal A)\,\delta(z)$ in the wave equation must equal the jump in slope, $2ik_z\psi$, of the outgoing waves. Here $k_z=2\pi\sin\theta/\lambda$. Thus

$$\psi=-ig,\qquad g=\frac{2\pi r_eF}{\mathcal A k_z}=\frac{r_e\lambda F}{\mathcal A\sin\theta}.$$

For zinc oxide $\mathcal A=\tfrac{\sqrt3}{2}(0.325\ \text{nm})^2=0.0915$ nm$^2$. Using all $30+8=38$ electrons overestimates the reflection and gives $g=6.09\times10^{-4}$. At this $q$, the atomic form factors and the phase between zinc and oxygen lower $F$ to about 26. Resonant scattering by zinc and thermal motion, left out here, lower it somewhat further. The true $g$ is therefore smaller by a third or slightly more, and the thicknesses given below for $Ng=1$ and $Ng=4$ should be multiplied by roughly 1.5 to 1.6.

The 40-plane film has $Ng=0.024$. Summing the multiple reflections plane by plane gives a peak reflectivity of $5.9\times10^{-4}$ and a width change of 0.02% with $g$ held fixed across the peak (0.005% if $g$ varies as $1/\sin\theta$), so single scattering is an excellent approximation. At $Ng=1$, a coherent thickness of about 430 nm, the width is 1.33 times the kinematic law and the peak reflectivity is 0.58, in agreement with $\tanh^2 1$. At $Ng=4$, about 1.7 µm, the factor is 3.4. The width there is 0.0110 nm$^{-1}$, about 18% above the band width $4g/d=0.0094$ nm$^{-1}$. These values leave out absorption. With the 35 µm attenuation length used above, the peak reflectivity is 0.56 at $Ng=1$ and 0.96 at $Ng=4$, where the factor becomes 3.3 and the excess over the band width about 15%.

For a film without strain spread, the "large $N$" of the original result therefore means many planes, but still $N\ll1/g$. With the strain spread of Variation 1, the width law fails much earlier: the strain width of 0.171 nm$^{-1}$ is about ten times the widths found here or more.

## Values computed for the example and the checks

```
Half-maximum root u0: 1.391557
Limit of N d W: 5.566230
Correction coefficient c: 0.60052; from sums: 0.60053
Scherrer constant K: 0.88589
N = 2: N d W from phase sum = 6.283185
N = 3: N d W from phase sum = 5.853681
N = 5: N d W from phase sum = 5.664839
N = 10: N d W from phase sum = 5.590405
N = 40: N d W from phase sum = 5.567731
N = 200: N d W from phase sum = 5.566290
N = 1000: N d W from phase sum = 5.566232
Example: N = 40, d = 0.260 nm, Nd = 10.40 nm
Wavelength: 0.154 nm; in-plane a: 0.325 nm
Bragg q: 24.1661 1/nm; two-theta: 34.453 deg
Width, limiting law: 0.53521 1/nm
Width, phase sum: 0.53536 1/nm
Finite-N width excess: 0.0270 %
Angular width, formula: 0.7869 deg
Angular width, phase sum: 0.7871 deg
Height spread: 4.0 planes rms = 1.04 nm
Width change, height spread: -1.84 %
Strain spread: 0.30 % rms
Strain-only FWHM: 0.1707 1/nm
Width change, strain spread: 3.77 %
Resolution: 0.10 deg = 0.0680 1/nm
Width change, resolution: 0.60 %
Rms atomic motion: 0.010 nm
Squared form-factor ratio at Bragg q: 0.50
Width change, smooth factors: -0.018 %
Peak shift, smooth factors: -0.0085 1/nm
Width with these four effects: 0.55058 1/nm
Their combined width change: 2.84 %
Thickness inferred from that width: 10.11 nm
Attenuation length: 35.0 um
Round-trip absorption to film bottom: 0.200 %
Expansion coefficient: 4.0e-06 1/K
Room and growth temperatures: 300, 450 K
Thermal peak shift: -0.0145 1/nm
One-plane amplitude g: 6.087e-04; Ng: 0.0243
Peak reflectivity, multiple reflection: 5.926e-04
Width change, multiple reflection: 0.0219 %
Refraction peak shift: 0.0047 1/nm
Ng = 1 at N = 1643, thickness = 427.2 nm
There: width/law = 1.334, reflectivity = 0.580
Ng = 4 at N = 6571, thickness = 1708.5 nm
There: width/law = 3.380, reflectivity = 0.9987
Widths at Ng = 1 and 4: 0.01739, 0.01101 1/nm
```
